\section*{GGA kernel matrix elements from first and second derivatives}

\section*{Setting}

An adiabatic generalized-gradient approximation (GGA) uses the ground-state energy functional at each instant, without memory. For a closed-shell system write
\begin{equation}
E_{xc}[n]=\int f(n,\sigma)\,d\mathbf r,\qquad \sigma=|\nabla n|^2 ,
\label{energy}
\end{equation}
where $n$ is the total electron density. Subscripts $n$ and $\sigma$ on $f$ denote partial derivatives, each taken with the other variable fixed. The kernel is the second functional derivative $f_{xc}(\mathbf r,\mathbf r')=\delta^2E_{xc}/\delta n(\mathbf r)\delta n(\mathbf r')$. Its matrix element between two transition densities is
\begin{equation}
K_{12}=\iint\rho_1(\mathbf r)f_{xc}(\mathbf r,\mathbf r')\rho_2(\mathbf r')\,d\mathbf r\,d\mathbf r'.
\label{definition}
\end{equation}
Each $\rho_k=\varphi_i\varphi_a$ is the product of an occupied and a virtual orbital, both real. Atomic units are used. We assume that $n>0$, that $f$ is smooth enough for the derivatives taken below, and that the integrals converge and may be differentiated under the integral sign.

\section*{(a) The matrix element without delta functions}

\textbf{Problem.} Express $K_{12}$ as a single integral containing no derivative of a density beyond the first.

\textbf{Solution.} Perturb the density along both transition densities,
\[
n_{ab}=n+a\rho_1+b\rho_2,
\]
with numbers $a$ and $b$. By the definition of a functional derivative, the term of $E_{xc}[n_{ab}]$ proportional to $ab$ has coefficient \eqref{definition}. The two orderings of $\rho_1$ and $\rho_2$ cancel the factor $1/2$ in the second-order expansion. Hence
\begin{equation}
K_{12}=\left.\frac{\partial^2E_{xc}[n_{ab}]}{\partial a\,\partial b}\right|_{a=b=0}.
\label{mixed}
\end{equation}
This is an ordinary derivative of a function of two numbers. With $s_k=2\nabla n\cdot\nabla\rho_k$, the squared gradient becomes
\begin{align}
\sigma_{ab}&=|\nabla n+a\nabla\rho_1+b\nabla\rho_2|^2\nonumber\\
&=\sigma+as_1+bs_2+a^2|\nabla\rho_1|^2+b^2|\nabla\rho_2|^2
+2ab\,\nabla\rho_1\cdot\nabla\rho_2 .
\end{align}
At $a=b=0$ its derivatives are therefore
\[
\partial_a\sigma_{ab}=s_1,\qquad \partial_b\sigma_{ab}=s_2,\qquad
\partial_a\partial_b\sigma_{ab}=2\nabla\rho_1\cdot\nabla\rho_2 .
\]
The density is linear in $a$ and $b$, so $\partial_a n_{ab}=\rho_1$, $\partial_b n_{ab}=\rho_2$ and $\partial_a\partial_b n_{ab}=0$. The first application of the chain rule gives
\[
\partial_a f=f_n\rho_1+f_\sigma\,\partial_a\sigma_{ab}.
\]
Differentiating with respect to $b$, and remembering that $f_n$ and $f_\sigma$ depend on both variables, gives
\begin{align*}
\partial_b\partial_a f={}&(f_{nn}\rho_2+f_{n\sigma}\partial_b\sigma_{ab})\rho_1
+(f_{n\sigma}\rho_2+f_{\sigma\sigma}\partial_b\sigma_{ab})\partial_a\sigma_{ab}\\
&+f_\sigma\,\partial_b\partial_a\sigma_{ab}.
\end{align*}
Setting $a=b=0$ and integrating yields
\begin{equation}
\begin{aligned}
K_{12}=\int\big[&f_{nn}\rho_1\rho_2+f_{n\sigma}(\rho_1s_2+\rho_2s_1)\\
&+f_{\sigma\sigma}s_1s_2+2f_\sigma\nabla\rho_1\cdot\nabla\rho_2\big]d\mathbf r .
\end{aligned}
\label{main}
\end{equation}
The last term contains a first derivative of $f$ in a second derivative of the energy. It is present because $\sigma$ is quadratic in the density: even if $f$ were linear in $\sigma$, the energy would have curvature. The expression is symmetric under exchange of 1 and 2. No integration by parts was used, so no surface term had to be discarded. If $f$ does not depend on $\sigma$, the first term alone remains, which is the local-density result.

\section*{(b) A form suited to many matrix elements}

\textbf{Problem.} For a fixed $\rho_2$, collect everything that multiplies $\rho_1$ and $\nabla\rho_1$.

\textbf{Solution.} Insert $s_1=2\nabla n\cdot\nabla\rho_1$ in \eqref{main}. The terms containing $s_1$ become
\[
(f_{n\sigma}\rho_2+f_{\sigma\sigma}s_2)s_1
=\nabla\rho_1\cdot\big[2(f_{n\sigma}\rho_2+f_{\sigma\sigma}s_2)\nabla n\big].
\]
Therefore
\begin{equation}
K_{12}=\int(\rho_1A_2+\nabla\rho_1\cdot\mathbf B_2)\,d\mathbf r,
\label{regrouped}
\end{equation}
with
\begin{align}
A_2&=f_{nn}\rho_2+f_{n\sigma}s_2,\label{A}\\
\mathbf B_2&=2(f_{n\sigma}\rho_2+f_{\sigma\sigma}s_2)\nabla n+2f_\sigma\nabla\rho_2.
\label{B}
\end{align}
Both fields are linear in $\rho_2$. A sum of transition densities can thus be formed first, and one pair $A,\mathbf B$ then serves every $\rho_1$. The required gradient is $\nabla(\varphi_i\varphi_a)=\varphi_i\nabla\varphi_a+\varphi_a\nabla\varphi_i$, so first derivatives of the orbitals suffice.

\section*{(c) The potential and the formal kernel}

\textbf{Problem.} Derive the linear response of the exchange-correlation potential. Show how it agrees with \eqref{regrouped}, and identify where derivatives of delta functions would have appeared.

\textbf{Solution.} For a single variation $n+a\eta$,
\[
\left.\frac{dE_{xc}}{da}\right|_0=\int(f_n\eta+2f_\sigma\nabla n\cdot\nabla\eta)\,d\mathbf r .
\]
The product rule gives
\[
2f_\sigma\nabla n\cdot\nabla\eta
=\nabla\cdot(2\eta f_\sigma\nabla n)-\eta\,\nabla\cdot(2f_\sigma\nabla n).
\]
If the surface integral of the first term vanishes, or cancels by periodicity, the factor multiplying $\eta$ is the potential
\begin{equation}
v_{xc}=f_n-2\nabla\cdot(f_\sigma\nabla n).
\label{potential}
\end{equation}
Now replace $n$ by $n+b\rho_2$ and keep first order in $b$. The coefficients of $b$ are
\begin{align*}
f_n&:\quad f_{nn}\rho_2+f_{n\sigma}s_2=A_2,\\
2f_\sigma\nabla n&:\quad
2(f_{n\sigma}\rho_2+f_{\sigma\sigma}s_2)\nabla n+2f_\sigma\nabla\rho_2=\mathbf B_2 .
\end{align*}
Consequently
\begin{equation}
v_{xc}^{(1)}=A_2-\nabla\cdot\mathbf B_2 .
\label{response}
\end{equation}
Multiplication by $\rho_1$ and integration by parts turn $-\rho_1\nabla\cdot\mathbf B_2$ into $+\nabla\rho_1\cdot\mathbf B_2$, again with no surface contribution. This recovers \eqref{regrouped}.

Since $v_{xc}^{(1)}(\mathbf r)=\int f_{xc}(\mathbf r,\mathbf r')\rho_2(\mathbf r')d\mathbf r'$, the kernel itself is obtained by writing $\rho_2(\mathbf r)=\int\delta(\mathbf r-\mathbf r')\rho_2(\mathbf r')d\mathbf r'$ in \eqref{response}. With $\delta=\delta(\mathbf r-\mathbf r')$ and all gradients acting on $\mathbf r$,
\begin{align*}
f_{xc}(\mathbf r,\mathbf r')={}&f_{nn}\delta+2f_{n\sigma}\nabla n\cdot\nabla\delta\\
&-\nabla\cdot\big[2f_{n\sigma}\delta\,\nabla n
+4f_{\sigma\sigma}(\nabla n\cdot\nabla\delta)\nabla n+2f_\sigma\nabla\delta\big].
\end{align*}
It contains first and second derivatives of a delta function. In \eqref{main} they have become gradients of the smooth functions $\rho_1$ and $\rho_2$.

A periodic model tests these relations. Its cubic cell has side $L=3.0$ bohr, and $g=2\pi/L$. Take PBE exchange and
\begin{align*}
n&=0.1\,[1+0.3\cos gx+0.2\cos gy\sin gz]\ \text{bohr}^{-3},\\
\rho_1&=\cos(gx+0.3)+0.5\sin(gy+gz),\\
\rho_2&=\cos gx+0.6\sin gy\cos gz .
\end{align*}
Here $\rho_1$ and $\rho_2$ are dimensionless shapes, so $K_{12}$ has the unit hartree bohr$^6$. In the order of \eqref{main}, the four terms give
\[
-25.248-2.248+0.647-14.007=-40.856 .
\]
Finite differences of the energy and of the potential \eqref{potential} both give $-40.856$. The largest pointwise difference between \eqref{response} and the finite-difference response is $9.4\times10^{-11}$ of the largest response. The $f_\sigma$ term supplies $14.007/40.856$, or 34\%, of this element.

\section*{(d) The uniform limit}

\textbf{Problem.} Find the response of a uniform density to a wave of wavevector $\mathbf q$. Evaluate it for PBE exchange,
\[
f=-Cn^{4/3}\left[1+\kappa-\frac{\kappa}{1+\mu p/\kappa}\right],\qquad
p=\frac{\sigma}{4k_F^2n^2},
\]
where $C=\tfrac34(3/\pi)^{1/3}$ and $k_F=(3\pi^2n)^{1/3}$.

\textbf{Solution.} In a uniform density $\nabla n=0$, hence $s_2=0$, and the derivatives of $f$ are constants. For $\rho_2=\cos(\mathbf q\cdot\mathbf r)$, equations \eqref{A}, \eqref{B} and \eqref{response} give
\[
v_{xc}^{(1)}=f_{nn}\rho_2-2f_\sigma\nabla^2\rho_2
=(f_{nn}+2q^2f_\sigma)\rho_2,
\]
because $\nabla^2\rho_2=-q^2\rho_2$. Thus
\begin{equation}
f_{xc}(q)=f_{nn}+2q^2f_\sigma\qquad(\sigma=0).
\label{uniform}
\end{equation}
For small $p$ the bracket in $f$ is $1+\mu p+O(p^2)$. At $\sigma=0$ this gives
\[
f_{nn}=-\frac49Cn^{-2/3},\qquad
f_\sigma=-\frac{C\mu n^{4/3}}{4k_F^2n^2}=-\frac{C\mu n^{-2/3}}{4k_F^2}.
\]
The gradient part of \eqref{uniform} is $-C\mu n^{-2/3}q^2/(2k_F^2)$. Its ratio to $f_{nn}$ is $(9\mu/8)(q/k_F)^2$. Moreover,
\[
\frac49Cn^{-2/3}=\frac13\left(\frac3\pi\right)^{1/3}n^{-2/3}
=\frac{\pi}{(3\pi^2n)^{2/3}}=\frac{\pi}{k_F^2}.
\]
The exchange kernel is therefore
\begin{equation}
f_x(q)=-\frac{\pi}{k_F^2}\left[1+\frac{9\mu}{8}\left(\frac q{k_F}\right)^2\right].
\end{equation}
For $n=0.1$ bohr$^{-3}$, $k_F=1.4360$ bohr$^{-1}$; take $q=g=2.0944$ bohr$^{-1}$. With $\mu=0.219515$, the correction is $0.246954\times2.12734=0.52536$, and
\[
f_x(q)=-1.5236\times1.52536=-2.324\ \text{hartree bohr}^3 .
\]
Finite differences of the energy agree. As $q\to0$ the GGA kernel tends to the finite local value $f_{nn}$, so it has no $1/q^2$ part. At large $q$ it grows as $q^2$ unless $f_\sigma(\sigma=0)=0$. For exchange alone the growth is present, and it is a property of the GGA form rather than of exchange itself: the exact exchange kernel of the uniform gas, quoted here without derivation, shrinks in magnitude beyond $q=2k_F$ and tends to $-4\pi/(3q^2)$. In units of $-\pi/k_F^2$ the exact kernel is about 1.16 at $q=k_F$, 1.43 at $q=1.46k_F$ and 2.0 near $q=1.9k_F$, within about 7\% of the PBE bracket; it then drops to 1.64 at $q=2k_F$ and 0.78 at $q=2.1k_F$, where the bracket is 1.99 and 2.09. The formula is thus approximate below $2k_F$ and fails from $q\approx2k_F$ on, that is for wavelengths near $3/k_F$ and shorter. PBE exchange and correlation together, as used in part (f), are the exception. At small gradient PBE correlation adds $\beta\pi\sigma/(16k_Fn)$ to $f$, so its $f_\sigma$ is $+\beta\pi/(16k_Fn)$. The exchange value above equals $-3\mu/(16\pi k_Fn)$, because $Cn^{1/3}=3k_F/(4\pi)$. PBE sets $\mu=\beta\pi^2/3$, so the two cancel; at $n=0.1$ bohr$^{-3}$ they are $\mp0.09124$ in atomic units. The full PBE kernel of a uniform density is therefore the local value $f_{nn}$ at every $q$.

\section*{(e) Spin factor and excitation energy}

\textbf{Problem.} Let one doubly occupied orbital $\varphi_i$ mix with one virtual orbital $\varphi_a$. Determine the spin factor of $K$, the energy curvature under this mixing, and the singlet excitation energy when all other orbital changes are neglected.

\textbf{Solution.} Let $K_{\uparrow\uparrow}$ and $K_{\uparrow\downarrow}$ be the elements of the spin-resolved kernel. Change both spin densities by $a\rho_1+b\rho_2$. The total density changes by $2a\rho_1+2b\rho_2$, so the mixed derivative is $4K_{12}$. Counted by spin channel, it is $K_{\uparrow\uparrow}+K_{\uparrow\downarrow}+K_{\downarrow\uparrow}+K_{\downarrow\downarrow}$. Spin-flip symmetry of the closed shell makes this $2(K_{\uparrow\uparrow}+K_{\uparrow\downarrow})$. Hence
\begin{equation}
K_{\uparrow\uparrow}+K_{\uparrow\downarrow}=2K_{12}.
\label{spin}
\end{equation}
A triplet requires $K_{\uparrow\uparrow}-K_{\uparrow\downarrow}$. The function $f(n,\sigma)$ of the total density does not determine this difference; spin-resolved derivatives are needed.

Next rotate the orbital to $\cos\theta\,\varphi_i+\sin\theta\,\varphi_a$ for both spins. With $\rho=\varphi_i\varphi_a$, the density change is
\[
\delta n=4\sin\theta\cos\theta\,\rho+2\sin^2\theta(\varphi_a^2-\varphi_i^2)
=4\theta\rho+O(\theta^2).
\]
At a self-consistent ground state the first derivative of the energy with respect to the density matrix is the Kohn--Sham Hamiltonian. Its element between $\varphi_i$ and $\varphi_a$ vanishes, so this part changes the energy by $2\sin^2\theta\,\Delta\varepsilon$, where $\Delta\varepsilon=\varepsilon_a-\varepsilon_i$. The Hartree and exchange-correlation curvature adds
\[
\tfrac12(4\theta)^2(J+K)=8\theta^2(J+K),\qquad
J=\iint\frac{\rho(\mathbf r)\rho(\mathbf r')}{|\mathbf r-\mathbf r'|}d\mathbf r\,d\mathbf r'.
\]
The two contributions give $E=E_0+\theta^2[2\Delta\varepsilon+8(J+K)]$ to second order, and
\begin{equation}
\tfrac14E''(0)=\Delta\varepsilon+4(J+K).
\label{curvature}
\end{equation}

For the time-dependent problem, write the orbital as $e^{-i\varepsilon_it}(\varphi_i+c\varphi_a)$ with small $c=x+iy$. A first-order phase change of the occupied component does not affect the density at first order. Since two electrons occupy the orbital, $\delta n=4x\rho$. The induced potential has matrix element $4x(J+K)$ between $\varphi_a$ and $\varphi_i$. The Kohn--Sham equation, projected on $\varphi_a$, becomes
\[
i\dot c=\Delta\varepsilon\,c+4(J+K)x .
\]
Its imaginary and real parts are
\[
\dot x=\Delta\varepsilon\,y,\qquad
\dot y=-[\Delta\varepsilon+4(J+K)]x .
\]
Differentiating the first and inserting the second gives $\ddot x=-\omega^2x$ with
\begin{equation}
\omega^2=\Delta\varepsilon[\Delta\varepsilon+4(J+K)].
\label{omega}
\end{equation}
This is the one-transition result for a functional without exact exchange. For $\Delta\varepsilon>0$, oscillation requires the curvature \eqref{curvature} to be positive.

\section*{(f) Finite differences and the iodine molecule}

\textbf{Problem.} Construct a finite-difference check of \eqref{main} with a controlled step error. Apply it to two transitions of I$_2$, and assess the effect of the kernel on the first.

\textbf{Solution.} Let $G(a,b)=E_{xc}[n_{ab}]$ and define
\begin{equation}
D(h)=\frac{G(h,h)-G(h,-h)-G(-h,h)+G(-h,-h)}{4h^2}.
\end{equation}
The combination of signs retains Taylor terms that are odd in both variables. Division by $4h^2$ leaves
\[
D(h)=K_{12}+\frac{h^2}{6}
\left(\partial_a^3\partial_bG+\partial_a\partial_b^3G\right)_{a=b=0}+O(h^4).
\]
Halving $h$ divides the leading error by four, so
\begin{equation}
\frac{4D(h/2)-D(h)}3=K_{12}+O(h^4).
\end{equation}
The step must keep $n_{ab}$ positive. This needs care in a density tail: where $n\simeq2\varphi_i^2$, the ratio $\rho/n\simeq\varphi_a/(2\varphi_i)$ grows if the virtual orbital decays more slowly. The numerical integrals here use the fixed region $n>10^{-10}$ bohr$^{-3}$. On a fixed grid, \eqref{main} is also the derivative of the discretized energy, because the chain rule acts at each point. Agreement with finite differences therefore does not measure the grid error, which needs a separate check.

The molecule is treated with PBE exchange and correlation, the def2-SVP basis and its effective core potential. The separation is a chosen 5.0 bohr. There are 50 explicit electrons; the density in $f$ omits the replaced cores. Spin-orbit coupling is neglected.

Both transitions end in the lowest virtual orbital, of $\sigma_u$ symmetry. Transition 1 starts from a $\sigma_g$ orbital with 93\% $p$ weight, and transition 2 from one with 94\% $s$ weight; these weights are Mulliken populations in this basis. Reversing the sign of an orbital can reverse $K_{12}$ but not $K_{11}$ or $K_{22}$. The signs are fixed by making both transition dipoles along the axis positive. The contributions, in millihartree, are

\begin{center}
\begin{tabular}{lrrrrr}
 & $f_{nn}$ & $f_{n\sigma}$ & $f_{\sigma\sigma}$ & $f_\sigma$ & sum\\
$K_{11}$ & $-14.729$ & $1.898$ & $0.970$ & $-2.543$ & $-14.404$\\
$K_{12}$ & $-0.330$ & $-0.165$ & $0.737$ & $-0.366$ & $-0.124$\\
$K_{22}$ & $-9.919$ & $2.425$ & $-0.312$ & $-1.279$ & $-9.085$
\end{tabular}
\end{center}

Without the $f_\sigma$ term, $K_{11}$ would be $-11.860$ millihartree, smaller in magnitude by $2.543/14.404$, or 18\%. The coupling $K_{12}$ is the small remainder of terms of opposite sign. The negative $f_{\sigma\sigma}$ part of $K_{22}$ shows that $f_{\sigma\sigma}$ is negative somewhere, since it multiplies $s_2^2\ge0$. Correlation must be responsible: for PBE exchange the bracket in part (d) has second derivative $-2(\mu^2/\kappa)(1+\mu p/\kappa)^{-3}$ with respect to $p$, so the prefactor $-Cn^{4/3}$ makes $f_{\sigma\sigma}$ positive.

For $K_{11}$ the absolute error of $D(h)$ is $1.05\times10^{-7}$ hartree at $h=0.02$ and $2.62\times10^{-8}$ hartree at $h=0.01$. Their ratio is 4.0, as derived. Extrapolation leaves a difference of $4.2\times10^{-11}$ hartree from \eqref{main}. With the orbitals held fixed, the next finer integration grid changes the three elements by at most $2.0\times10^{-8}$ hartree, so the grid error is a few times $10^{-8}$ hartree. Spin-resolved differences give $-28.807$ millihartree for $K_{\uparrow\uparrow}+K_{\uparrow\downarrow}$ in transition 1, which is $2K_{11}$ as required by \eqref{spin}.

For transition 1, $\Delta\varepsilon=0.19724$ hartree and $J=0.09097$ hartree. Equation \eqref{curvature} gives
\[
0.19724+4(0.09097-0.01440)=0.5035\ \text{hartree}.
\]
Finite differences of the total energy under orbital rotation give the same value to these digits. From \eqref{omega},
\[
\omega=\sqrt{0.19724\times0.5035}=0.315\ \text{hartree}=8.6\ \text{eV}.
\]
With the Hartree term alone the result is 0.333 hartree. The attractive exchange-correlation kernel thus lowers this one-transition energy by 0.018 hartree, about 5\% of the Hartree-only value. The finite-difference checks, including the periodic model, are carried out by the numerical check. The digits given for I$_2$ belong to the def2-SVP basis. In def2-TZVP the elements move to roughly $-14.1$, $-0.17$ and $-8.5$ millihartree and $\omega$ falls by about 0.003 hartree, while the reduction by the kernel stays near 5\%. Coupling to the other transitions of the same symmetry matters more: in def2-SVP it lowers the state to about 0.274 hartree, or 7.4 eV, a shift more than twice that caused by the kernel. This coupling, a larger basis and spin-orbit coupling would have to be included before comparison with a spectrum.

\section*{Calculated quantities}
\begin{verbatim}
PERIODIC MODEL, PBE exchange
cell length = 3.0 bohr; mean n = 0.10 bohr^-3
mu = 0.219515; kappa = 0.804 (dimensionless)
model f_nn part = -25.247518 hartree bohr^6
model f_nsigma part = -2.248458 hartree bohr^6
model f_sigmasigma part = 0.646738 hartree bohr^6
model f_sigma part = -14.006509 hartree bohr^6
model K, formula = -40.855747 hartree bohr^6
model K, energy differences = -40.855747 hartree bohr^6
model K, potential differences = -40.855747 hartree bohr^6
largest relative potential-response error = 9.4e-11
uniform case: q = 2.0944, k_F = 1.4360 bohr^-1
uniform kernel at q=0 = -1.523594 hartree bohr^3
uniform kernel at q, formula = -2.324022 hartree bohr^3
uniform kernel at q, differences = -2.324022 hartree bohr^3
IODINE MOLECULE, PBE/def2-SVP with core potential
separation = 5.0 bohr; electrons = 50
integrated electrons = 49.999997
LUMO: A1u, energy = -0.159892 hartree
occupied 1: A1g, energy = -0.357135 hartree
  s, p weights = 0.054, 0.934; z dipole = 2.6743 bohr
occupied 2: A1g, energy = -0.700775 hartree
  s, p weights = 0.941, 0.048; z dipole = 0.3840 bohr
parts in order: f_nn, f_nsigma, f_sigmasigma, f_sigma
K11 parts (hartree): -0.014729, 0.001898, 0.000970, -0.002543
K11: formula -0.01440357, differences -0.01440357 hartree
  spin sum from differences = -0.02880715 hartree
K12 parts (hartree): -0.000330, -0.000165, 0.000737, -0.000366
K12: formula -0.00012442, differences -0.00012442 hartree
  spin sum from differences = -0.00024884 hartree
K22 parts (hartree): -0.009919, 0.002425, -0.000312, -0.001279
K22: formula -0.00908537, differences -0.00908537 hartree
  spin sum from differences = -0.01817073 hartree
K11 = -0.3919 eV
K11 without f_sigma part = -0.01186047 hartree
K11 difference error, h=0.02: 1.05e-07 hartree
K11 difference error, h=0.01: 2.62e-08 hartree
K11 extrapolated error = 4.2e-11 hartree
largest K change on finer grid = 2.0e-08 hartree
orbital gap 1 = 0.197242 hartree
Hartree element J11 = 0.090966 hartree
gap + 4(J11+K11) = 0.503492 hartree
rotation curvature / 4 = 0.503491 hartree
one-transition energy, Hartree only = 0.332677 hartree
one-transition energy, with K11 = 0.315135 hartree = 8.575 eV
\end{verbatim}
